# Translation Selection Rule for Polar and Zone-Boundary Mode Coupling: verification in Python

```python
"""Translation selection rule for the coupling P*Q1*Q2 in a crystal.

Result under test: a zone-centre polar amplitude P couples linearly to
modes Q1 (wavevector k1) and Q2 (wavevector k2) only if k1 + k2 is a
reciprocal lattice vector of the reference crystal.
Model: fluorite AB2, Morse bonds A-B and B-B, Hartree atomic units.
P shifts all anions B along y relative to the cations A.
gamma = coefficient of P*Q1*Q2, K = curvature in P, per formula unit.
Wavevectors are integer triples n: k = sum_i (n_i/4) b_i, where b_i are
the primitive reciprocal vectors; the supercell has 4x4x4 cells.
"""
import itertools
import numpy as np
from scipy.optimize import brentq
from scipy.constants import physical_constants

SIZE = 4
bond_length = 4.0            # A-B equilibrium distance, bohr
alpha = 1.0                  # Morse exponent, 1/bohr
depth_ab, depth_bb = 0.10, 0.02   # Morse depths, hartree
a_cubic = 4.0 * bond_length / np.sqrt(3.0)
primitive = 0.5 * a_cubic * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
basis = np.array([[0.0] * 3, [0.25] * 3, [0.75] * 3])   # A, B, B
cells = np.array(list(itertools.product(range(SIZE), repeat=3)))
n_cells = len(cells)
n_atoms = 3 * n_cells


def build_crystal(lattice, basis_fractional):
    """List all A-B and B-B neighbour bonds of the periodic supercell."""
    frac = (cells[:, None, :] + basis_fractional[None]).reshape(-1, 3)
    first, second = np.triu_indices(n_atoms, 1)
    delta = frac[second] - frac[first]
    delta -= SIZE * np.round(delta / SIZE)
    vectors = delta @ lattice
    keep = np.linalg.norm(vectors, axis=1) < 5.5
    first, second, vectors = first[keep], second[keep], vectors[keep]
    is_ab = (first % 3 == 0) | (second % 3 == 0)
    return dict(i=first, j=second, d=vectors, is_ab=is_ab,
                depth=np.where(is_ab, depth_ab, depth_bb),
                rest=np.where(is_ab, bond_length, a_cubic / 2))


def bond_state(crystal, u):
    d = crystal["d"] + u[crystal["j"]] - u[crystal["i"]]
    r = np.linalg.norm(d, axis=1)
    return d / r[:, None], r, np.exp(-alpha * (r - crystal["rest"]))


def energy(crystal, u):
    """Total energy per formula unit."""
    _, _, x = bond_state(crystal, u)
    return np.sum(crystal["depth"] * (1 - x) ** 2) / n_cells


def slope(crystal, u, direction):
    """Derivative of the energy per formula unit along a pattern."""
    unit, _, x = bond_state(crystal, u)
    first_derivative = 2 * crystal["depth"] * alpha * (x - x**2)
    change = direction[crystal["j"]] - direction[crystal["i"]]
    return np.sum(first_derivative * np.sum(unit * change, axis=1)) / n_cells


def hessian(crystal, u):
    unit, r, x = bond_state(crystal, u)
    d1 = 2 * crystal["depth"] * alpha * (x - x**2)
    d2 = 2 * crystal["depth"] * alpha**2 * (2 * x**2 - x)
    outer = unit[:, :, None] * unit[:, None, :]
    block = (d2[:, None, None] * outer
             + (d1 / r)[:, None, None] * (np.eye(3) - outer))
    h = np.zeros((n_atoms, n_atoms, 3, 3))
    i, j = crystal["i"], crystal["j"]
    np.add.at(h, (i, i), block)
    np.add.at(h, (j, j), block)
    np.add.at(h, (i, j), -block)
    np.add.at(h, (j, i), -block)
    return h.transpose(0, 2, 1, 3).reshape(3 * n_atoms, 3 * n_atoms)


# Displacement patterns of unit amplitude on the anions.
positions = (cells[:, None, :] + basis[None]).reshape(-1, 3) @ primitive
site = np.rint(2 * positions / a_cubic - 0.5).astype(int)
anion = (np.arange(n_atoms) % 3 != 0).astype(float)


def pattern(axis, sign_axes):
    u = np.zeros((n_atoms, 3))
    parity = site[:, sign_axes].sum(axis=1) % 2 if sign_axes else 0
    u[:, axis] = anion * (1 - 2 * parity)
    return u


polar = pattern(1, [])
odd_xz = pattern(2, [0, 1])        # X_z, odd under inversion at A
even_xz = pattern(0, [2])          # X_z, even under inversion at A
even_xx = pattern(0, [0])          # X_x, even under inversion at A
odd_xz_second = pattern(0, [0, 1])  # X_z, odd under inversion at A
X_Z, X_X, W = (2, 2, 0), (0, 2, 2), (1, 2, 3)
W_MINUS = tuple((-np.array(W)) % SIZE)

# Integer labels of X_z, X_x and W follow from Cartesian wavevectors.
for label, cart in ((X_Z, (0, 0, 1)), (X_X, (1, 0, 0)), (W, (1, 0.5, 0))):
    projected = SIZE * (primitive / a_cubic) @ np.array(cart)
    assert np.allclose(projected, label)

# Each pattern picks up the Bloch factor of its wavevector.
for mode, k in ((polar, (0, 0, 0)), (odd_xz, X_Z), (even_xz, X_Z),
                (even_xx, X_X), (odd_xz_second, X_Z)):
    grid = mode.reshape(SIZE, SIZE, SIZE, 9)
    for axis in range(3):
        factor = np.exp(-2j * np.pi * k[axis] / SIZE)
        assert np.allclose(np.roll(grid, 1, axis=axis), factor * grid)

# Inversion through the cation at the origin: parity of the patterns.
supercell = SIZE * primitive
inverse_gap = (positions[:, None] + positions[None]) @ np.linalg.inv(supercell)
inverse_gap -= np.round(inverse_gap)
partner = np.argmin(np.sum(inverse_gap**2, axis=2), axis=1)
for mode, parity in ((polar, -1), (odd_xz, -1), (even_xz, 1),
                     (even_xx, 1), (odd_xz_second, -1)):
    assert np.allclose(-mode[partner], parity * mode)

bloch = np.exp(2j * np.pi * (cells @ cells.T) / SIZE)
pair_sum = (cells[:, None] + cells[None]) % SIZE
conserved = np.all(pair_sum == 0, axis=2)


def index(k):
    return int(np.ravel_multi_index(k, (SIZE,) * 3))


def coupling_map(crystal, reference):
    """dH/dP projected on every pair of Bloch waves, per cell."""
    step = 1e-3
    m = (hessian(crystal, reference + step * polar)
         - hessian(crystal, reference - step * polar)) / (2 * step)
    m = m.reshape(n_cells, 9, n_cells, 9)
    c = np.tensordot(np.tensordot(bloch, m, (1, 0)), bloch, (2, 1)) / n_cells
    return np.sqrt(np.sum(abs(c) ** 2, axis=(1, 2))), c, m


zero = np.zeros((n_atoms, 3))
fluorite = build_crystal(primitive, basis)
assert fluorite["is_ab"].sum() == 8 * n_cells
assert (~fluorite["is_ab"]).sum() == 6 * n_cells
norms, blocks, derivative = coupling_map(fluorite, zero)
assert norms[~conserved].max() < 1e-9
assert norms[conserved].min() > 1e-2

# An allowed block equals the lattice sum from one fixed cell.
one_cell = np.tensordot(derivative[0], bloch[index(W_MINUS)], (1, 0))
assert np.allclose(one_cell, blocks[index(W), :, :, index(W_MINUS)],
                   atol=1e-9)

# Strain and shifted anions remove the point symmetry, not translations.
strain = np.array([[0.03, 0.02, -0.01], [0.0, -0.02, 0.03], [0.01, 0.0, 0.01]])
shifted_basis = basis + np.array([[0, 0, 0], [0.01, -0.02, 0.015],
                                  [-0.015, 0.005, 0.02]])
low_symmetry = build_crystal(primitive @ (np.eye(3) + strain), shifted_basis)
norms_low = coupling_map(low_symmetry, zero)[0]
assert norms_low[~conserved].max() < 1e-9
assert norms_low[conserved].min() > 1e-2
low_same_parity = abs(np.einsum(
    "a,ab,b", odd_xz.reshape(n_cells, 9)[0],
    coupling_map(low_symmetry, zero)[1][index(X_Z), :, :, index(X_Z)],
    odd_xz_second.reshape(n_cells, 9)[0]))
assert low_same_parity > 1e-4   # inversion no longer forbids this pair

# One altered bond breaks translation symmetry and the rule with it.
defective = dict(fluorite, depth=fluorite["depth"].copy())
defective["depth"][np.flatnonzero(fluorite["is_ab"])[0]] *= 2
norms_defect = coupling_map(defective, zero)[0]
assert norms_defect[~conserved].min() > 1e-3

# A frozen X_z distortion adds X_z to the reciprocal lattice.
frozen_amplitude = 0.1
norms_frozen = coupling_map(fluorite, frozen_amplitude * odd_xz)[0]
extra = np.all(pair_sum == np.array(X_Z), axis=2)
assert norms_frozen[~(conserved | extra)].max() < 1e-9
assert norms_frozen[extra].min() > 1e-3

# The two selected X_z patterns are harmonic eigenmodes by symmetry.
h0 = hessian(fluorite, zero)
curvatures = []
for mode in (odd_xz, even_xz):
    q = mode.ravel()
    eigenvalue = q @ h0 @ q / (q @ q)
    assert np.allclose(h0 @ q, eigenvalue * q, atol=1e-10)
    curvatures.append(q @ h0 @ q / n_cells)


def trilinear(mode1, mode2):
    """Mixed third derivative from total energies, Richardson improved."""
    estimates = []
    for h in (0.02, 0.01):
        total = 0.0
        for s in itertools.product((-1, 1), repeat=3):
            u = h * (s[0] * polar + s[1] * mode1 + s[2] * mode2)
            total += np.prod(s) * energy(fluorite, u)
        estimates.append(total / (8 * h**3))
    return (4 * estimates[1] - estimates[0]) / 3


phi2 = 2 * depth_ab * alpha**2
phi3 = -6 * depth_ab * alpha**3
gamma = 8 / (3 * np.sqrt(3)) * (phi3 - 3 * phi2 / bond_length)
stiffness = 8 / 3 * phi2
gamma_numeric = trilinear(odd_xz, even_xz)
gamma_different_x = trilinear(odd_xz, even_xx)
gamma_same_parity = trilinear(odd_xz, odd_xz_second)
stiffness_numeric = polar.ravel() @ h0 @ polar.ravel() / n_cells
assert abs(gamma_numeric / gamma - 1) < 1e-5
assert abs(stiffness_numeric / stiffness - 1) < 1e-10
assert abs(gamma_different_x) < 1e-8
assert abs(gamma_same_parity) < 1e-8


def relaxed_polar(q1, q2, mode1=odd_xz, mode2=even_xz):
    """Exact P of the model at clamped q1, q2, and the energy lowering."""
    base = q1 * mode1 + q2 * mode2
    p = brentq(lambda t: slope(fluorite, base + t * polar, polar),
               -0.25, 0.24, xtol=1e-14)
    return p, energy(fluorite, base + p * polar) - energy(fluorite, base)


response = np.sqrt(3) * (alpha + 1 / bond_length)
deviation = []
for q in (0.04, 0.02):
    p_small, gain_small = relaxed_polar(q, q)
    deviation.append(p_small / (response * q * q) - 1)
assert abs(deviation[1]) < 1e-2
assert 3.8 < deviation[0] / deviation[1] < 4.2
assert abs(gain_small / (-(gamma * q * q) ** 2 / (2 * stiffness)) - 1) < 1e-2

amplitude = 0.1
p_full, gain_full = relaxed_polar(amplitude, amplitude)
p_flipped, _ = relaxed_polar(-amplitude, amplitude)
p_forbidden, _ = relaxed_polar(amplitude, amplitude, odd_xz, even_xx)
assert abs(p_flipped + p_full) < 1e-10
assert abs(p_forbidden) < 1e-10
p_leading = -gamma * amplitude**2 / stiffness
gain_leading = -(gamma * amplitude**2) ** 2 / (2 * stiffness)
to_mev = 1e3 * physical_constants["Hartree energy in eV"][0]
to_pm = 1e12 * physical_constants["Bohr radius"][0]

print("MODEL INPUT")
print(f"A-B bond length r0 = {bond_length:.1f} bohr")
print(f"Morse exponent alpha = {alpha:.1f} 1/bohr")
print(f"Morse depth A-B = {depth_ab:.2f} hartree")
print(f"Morse depth B-B = {depth_bb:.2f} hartree")
print(f"cubic lattice constant a = {a_cubic:.4f} bohr")
print(f"primitive cells in supercell = {n_cells}")
print("SELECTION RULE (norms of dH/dP blocks, hartree/bohr^3)")
print(f"wavevector pairs, total = {conserved.size}")
print(f"pairs with k1+k2=G = {conserved.sum()}")
print(f"fluorite, smallest allowed = {norms[conserved].min():.4f}")
print(f"fluorite, largest forbidden = {norms[~conserved].max():.1e}")
for name, k1, k2 in (("X_z, X_z", X_Z, X_Z), ("X_z, X_x", X_Z, X_X),
                     ("W, W", W, W), ("W, -W", W, W_MINUS)):
    print(f"fluorite, pair {name} = {norms[index(k1), index(k2)]:.4f}")
print(f"low symmetry, smallest allowed = {norms_low[conserved].min():.4f}")
print(f"low symmetry, largest forbidden = {norms_low[~conserved].max():.1e}")
print(f"one altered bond, smallest k1+k2!=G block = "
      f"{norms_defect[~conserved].min():.4f}")
print(f"frozen X_z amplitude = {frozen_amplitude:.1f} bohr")
print(f"frozen X_z, smallest k1+k2=X_z block = {norms_frozen[extra].min():.4f}")
print(f"frozen X_z, largest still forbidden = "
      f"{norms_frozen[~(conserved | extra)].max():.1e}")
print("COUPLING PER FORMULA UNIT")
print(f"phi'' at r0 = {phi2:.3f} hartree/bohr^2")
print(f"phi''' at r0 = {phi3:.3f} hartree/bohr^3")
print(f"gamma, closed form = {gamma:.6f} hartree/bohr^3")
print(f"gamma, from energies = {gamma_numeric:.6f} hartree/bohr^3")
print(f"|gamma|, different X points = {abs(gamma_different_x):.1e} hartree/bohr^3")
print(f"|gamma|, same X, equal parity = {abs(gamma_same_parity):.1e} hartree/bohr^3")
print(f"polar curvature K, closed form = {stiffness:.6f} hartree/bohr^2")
print(f"polar curvature K, from Hessian = {stiffness_numeric:.6f} hartree/bohr^2")
print(f"odd X_z mode curvature = {curvatures[0]:.6f} hartree/bohr^2")
print(f"even X_z mode curvature = {curvatures[1]:.6f} hartree/bohr^2")
print("INDUCED POLAR DISPLACEMENT AT CLAMPED Q1 = Q2")
print(f"Q1 = Q2 = {amplitude:.1f} bohr")
print(f"P/(Q1 Q2), leading order = {response:.6f} 1/bohr")
print(f"P, leading order = {p_leading:.6f} bohr")
print(f"P, full model = {p_full:.6f} bohr = {p_full * to_pm:.4f} pm")
print(f"P, full model, Q1 reversed = {p_flipped:.6f} bohr")
print(f"|P|, different X points = {abs(p_forbidden):.1e} bohr")
print(f"relative deviation of P = {100 * (p_full / p_leading - 1):.2f} percent")
print(f"relative deviation at Q=0.04 bohr = {100 * deviation[0]:.4f} percent")
print(f"relative deviation at Q=0.02 bohr = {100 * deviation[1]:.4f} percent")
print(f"energy change, leading order = {gain_leading:.4e} hartree")
print(f"energy change, full model = {gain_full:.4e} hartree"
      f" = {gain_full * to_mev:.3f} meV")
print("done: every assertion held")
```

Printed output:

```
MODEL INPUT
A-B bond length r0 = 4.0 bohr
Morse exponent alpha = 1.0 1/bohr
Morse depth A-B = 0.10 hartree
Morse depth B-B = 0.02 hartree
cubic lattice constant a = 9.2376 bohr
primitive cells in supercell = 64
SELECTION RULE (norms of dH/dP blocks, hartree/bohr^3)
wavevector pairs, total = 4096
pairs with k1+k2=G = 64
fluorite, smallest allowed = 1.7436
fluorite, largest forbidden = 2.3e-14
fluorite, pair X_z, X_z = 1.7436
fluorite, pair X_z, X_x = 0.0000
fluorite, pair W, W = 0.0000
fluorite, pair W, -W = 1.7436
low symmetry, smallest allowed = 1.5984
low symmetry, largest forbidden = 1.7e-13
one altered bond, smallest k1+k2!=G block = 0.0110
frozen X_z amplitude = 0.1 bohr
frozen X_z, smallest k1+k2=X_z block = 0.3493
frozen X_z, largest still forbidden = 1.9e-14
COUPLING PER FORMULA UNIT
phi'' at r0 = 0.200 hartree/bohr^2
phi''' at r0 = -0.600 hartree/bohr^3
gamma, closed form = -1.154701 hartree/bohr^3
gamma, from energies = -1.154701 hartree/bohr^3
|gamma|, different X points = 2.3e-15 hartree/bohr^3
|gamma|, same X, equal parity = 1.7e-15 hartree/bohr^3
polar curvature K, closed form = 0.533333 hartree/bohr^2
polar curvature K, from Hessian = 0.533333 hartree/bohr^2
odd X_z mode curvature = 0.533333 hartree/bohr^2
even X_z mode curvature = 0.533333 hartree/bohr^2
INDUCED POLAR DISPLACEMENT AT CLAMPED Q1 = Q2
Q1 = Q2 = 0.1 bohr
P/(Q1 Q2), leading order = 2.165064 1/bohr
P, leading order = 0.021651 bohr
P, full model = 0.021226 bohr = 1.1232 pm
P, full model, Q1 reversed = -0.021226 bohr
|P|, different X points = 1.1e-15 bohr
relative deviation of P = -1.96 percent
relative deviation at Q=0.04 bohr = -0.3225 percent
relative deviation at Q=0.02 bohr = -0.0809 percent
energy change, leading order = -1.2500e-04 hartree
energy change, full model = -1.2306e-04 hartree = -3.349 meV
done: every assertion held
```
